# Thermally Assisted Tunnelling from Traps: Hurkx Integral and Field Expansions: a program that tests the result

```python
"""Field enhancement of trap emission by thermally assisted tunnelling.

Result under test: emission(F)/emission(0) = 1 + Gamma, where
  Gamma = a * integral_0^1 exp(a*u - K*u**1.5) du,
  a = depth/kT,  K = (4/3)*sqrt(2*mass)*depth**1.5/force.
With f = force/F_Gamma and F_Gamma = sqrt(24*mass*kT**3):
  weak field: a series in powers of f**(2/3);
  saddle region: 2*sqrt(3*pi)*f*exp(f**2)*(1 - 1/(36*f**2) + ...).
depth: trap depth below the band edge; force: field times charge;
mass: effective mass. Algebra in atomic units, output in eV and angstrom.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import minimize_scalar
from scipy.special import airy, gammaln

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = const.physical_constants["Bohr radius"][0] / const.angstrom
FORCE_UNIT = HARTREE_EV / BOHR_ANG          # eV/angstrom per atomic unit

depth_ev, kt_ev, mass = 0.5, 0.025, 0.2
depth, kt = depth_ev / HARTREE_EV, kt_ev / HARTREE_EV
a_ratio = depth / kt
force_gamma = np.sqrt(24 * mass * kt**3)


def barrier_action(energy, force):
    """Twice the WKB integral through the triangle, by quadrature."""
    length = energy / force
    value = quad(lambda y: np.sqrt(max(0.0, 1.0 - y)), 0, 1,
                 epsabs=1e-12, epsrel=1e-10)[0]
    return 2 * length * np.sqrt(2 * mass * energy) * value


def action_formula(energy, force):
    return 4 / 3 * np.sqrt(2 * mass) * energy**1.5 / force


def enhancement(force, trap_depth):
    """Gamma from its integral, with u = v**2 to smooth the integrand."""
    a = trap_depth / kt
    k = action_formula(trap_depth, force)
    split = min(0.5, 3 * k**(-1 / 3))

    def integrand(v):
        return 2 * a * v * np.exp(a * v**2 - k * v**3)

    return sum(quad(integrand, lo, hi, epsabs=0, epsrel=1e-10, limit=300)[0]
               for lo, hi in ((0, split), (split, 1)))


def series(f, terms):
    n = np.arange(terms)
    z = 3 * (f / 2)**(2 / 3)
    logs = gammaln(2 * (n + 1) / 3) - gammaln(n + 1) + (n + 1) * np.log(z)
    return 2 / 3 * np.sum(np.exp(logs))


def saddle(f):
    return 2 * np.sqrt(3 * np.pi) * f * np.exp(f**2)


# Barrier exponent: direct spatial quadrature and exact Airy tail
test_energy, test_force = 0.4 / HARTREE_EV, 5e-3 / FORCE_UNIT
direct = 2 * quad(
    lambda x: np.sqrt(max(0.0, 2 * mass * (test_energy - test_force * x))),
    0, test_energy / test_force)[0]
assert abs(direct / action_formula(test_energy, test_force) - 1) < 1e-6
airy_energy = (test_force**2 / (2 * mass))**(1 / 3)
zeta = test_energy / airy_energy
airy_exponent = -np.log(4 * np.pi * np.sqrt(zeta) * airy(zeta)[0]**2)
# the first omitted Airy correction is about 0.02 here
assert abs(airy_exponent - direct) < 0.03

# Emission ratio from thermal weights and numerical barrier actions
for force_ev in (1e-3, 3e-3, 5e-3):
    force = force_ev / FORCE_UNIT
    over = quad(lambda s: np.exp(-a_ratio - s), 0, 40,
                epsabs=0, epsrel=1e-9)[0]
    under = quad(lambda s: np.exp(-a_ratio + s
                                  - barrier_action(s * kt, force)),
                 0, a_ratio, epsabs=0, epsrel=1e-7, limit=200)[0]
    ratio = (over + under) / over
    assert abs(ratio / (1 + enhancement(force, depth)) - 1) < 1e-6

# Convergent series against the integral, within the tail bound
for force_ev in (1e-5, 1e-4, 1e-3, 3e-3, 5e-3, 7e-3):
    force = force_ev / FORCE_UNIT
    k = action_formula(depth, force)
    bound = np.exp(a_ratio - k) / (1.5 * k / a_ratio - 1)
    full = series(force / force_gamma, 300)
    tail = full - enhancement(force, depth)
    rounding = 1e-8 * full
    assert -rounding <= tail <= bound + rounding

# Limiting power law is 2/3, not 1
tiny = 1e-8 / FORCE_UNIT
slope = np.log2(enhancement(2 * tiny, depth) / enhancement(tiny, depth))
assert abs(slope - 2 / 3) < 1e-3
low = 1e-5 / FORCE_UNIT
assert abs(series(low / force_gamma, 3) / enhancement(low, depth) - 1) < 5e-5

# Saddle formula and its first correction, for a very deep trap
f_large = 6.0
deep = enhancement(f_large * force_gamma, 400 * kt)
correction = (deep / saddle(f_large) - 1) * 36 * f_large**2
# the next order shifts this value by about 0.014
assert abs(correction + 1) < 0.03

# Most probable tunnelling energy
for force_ev in (3e-3, 5e-3):
    force = force_ev / FORCE_UNIT
    best = minimize_scalar(lambda s: barrier_action(s * kt, force) - s,
                           bounds=(1e-6, a_ratio), method="bounded",
                           options={"xatol": 1e-8}).x
    assert abs(best * kt / (force**2 / (8 * mass * kt**2)) - 1) < 1e-4

# Thermal kernel in a uniform field satisfies the Bloch equation
x, xp, beta, m, fs = sp.symbols("x xp beta m F", positive=True)
log_kernel = (sp.log(m / (2 * sp.pi * beta)) / 2 - m * (x - xp)**2 / (2 * beta)
              + beta * fs * (x + xp) / 2 + beta**3 * fs**2 / (24 * m))
residual = (sp.diff(log_kernel, beta) - fs * x
            - (sp.diff(log_kernel, x, 2) + sp.diff(log_kernel, x)**2) / (2 * m))
assert sp.simplify(residual) == 0

# Local thermal density summed over exact Airy states
for force_ev in (1e-3, 3e-3, 5e-3):
    force = force_ev / FORCE_UNIT
    scale = (force**2 / (2 * mass))**(1 / 3)
    t = scale / kt
    grid = np.linspace(-40 / t, 40, 200001)
    norm = (2 * mass)**(2 / 3) / force**(1 / 3)
    density = norm * scale * simpson(np.exp(t * grid) * airy(grid)[0]**2,
                                     x=grid)
    density_ratio = density / np.sqrt(mass * kt / (2 * np.pi))
    assert abs(density_ratio / np.exp((force / force_gamma)**2) - 1) < 1e-5


# Steady generation through a trap, from the occupation balance
def generation(rate_n, rate_p):
    filled, empty = np.linalg.solve([[-rate_n, rate_p], [1, 1]], [0, 1])
    return rate_n * filled


assert abs(generation(1.0, 3.0) - 1.0 * 3.0 / (1.0 + 3.0)) < 1e-12
assert abs(generation(7.0, 21.0) / generation(1.0, 3.0) - 7.0) < 1e-12

# Failure of the saddle formula once the saddle has left the range
high = 1.2e-2 / FORCE_UNIT
assert enhancement(high, depth) < 0.05 * saddle(high / force_gamma)

print(f"trap depth = {depth_ev:.3f} eV")
print(f"thermal energy kT = {kt_ev:.3f} eV")
print(f"effective mass = {mass:.2f} electron masses")
print(f"depth/kT = {a_ratio:.2f}")
fg_ev = force_gamma * FORCE_UNIT
print(f"F_Gamma = {fg_ev:.4e} eV/angstrom")
print(f"F_Gamma as electric field = {fg_ev * 1e8:.3e} V/cm")
print(f"force with saddle at trap level = "
      f"{fg_ev * np.sqrt(a_ratio / 3):.4e} eV/angstrom")
z_unit = 3 / 2**(2 / 3)
for n, power in enumerate(("2/3", "4/3", "2")):
    coefficient = (2 / 3 * np.exp(gammaln(2 * (n + 1) / 3) - gammaln(n + 1))
                   * z_unit**(n + 1))
    print(f"series coefficient of f^({power}) = {coefficient:.4f}")
print(f"low-field logarithmic slope = {slope:.4f}")
print(f"scaled saddle correction at f=6 = {correction:.4f} (limit -1)")
print(f"barrier exponent at 0.4 eV, 5e-3 eV/angstrom = {direct:.3f}")
print(f"same exponent from the Airy tail = {airy_exponent:.3f}")
print("Table 1: force (eV/angstrom), f, Gamma, 3-term series, saddle")
forces_ev = (1e-5, 1e-4, 1e-3, 3e-3, 5e-3, 1.2e-2)
for force_ev in forces_ev:
    force = force_ev / FORCE_UNIT
    f = force / force_gamma
    print(f"{force_ev:.1e} {f:.5f} {enhancement(force, depth):.5g} "
          f"{series(f, 3):.5g} {saddle(f):.5g}")
print("Table 2: force (eV/angstrom), 1+Gamma, local density factor exp(f^2)")
for force_ev in forces_ev:
    force = force_ev / FORCE_UNIT
    print(f"{force_ev:.1e} {1 + enhancement(force, depth):.6g} "
          f"{np.exp((force / force_gamma)**2):.6g}")
print("Table 3: force (eV/angstrom), best energy (eV), path (angstrom)")
for force_ev in (3e-3, 5e-3):
    force = force_ev / FORCE_UNIT
    best_ev = force**2 / (8 * mass * kt**2) * HARTREE_EV
    print(f"{force_ev:.1e} {best_ev:.4f} {best_ev / force_ev:.2f}")
force = 5e-3 / FORCE_UNIT
f = force / force_gamma
k = action_formula(depth, force)
print(f"at 5e-3 eV/angstrom: K = {k:.3f}")
print(f"  full series = {series(f, 300):.4f}")
print(f"  omitted tail = {series(f, 300) - enhancement(force, depth):.4f}")
print(f"  tail bound = "
      f"{np.exp(a_ratio - k) / (1.5 * k / a_ratio - 1):.4f}")
print(f"  corrected saddle = {saddle(f) * (1 - 1 / (36 * f**2)):.4f}")
print("all tests passed")
```

Output:

```
trap depth = 0.500 eV
thermal energy kT = 0.025 eV
effective mass = 0.20 electron masses
depth/kT = 20.00
F_Gamma = 3.1373e-03 eV/angstrom
F_Gamma as electric field = 3.137e+05 V/cm
force with saddle at trap level = 8.1004e-03 eV/angstrom
series coefficient of f^(2/3) = 1.7061
series coefficient of f^(4/3) = 2.1263
series coefficient of f^(2) = 2.2500
low-field logarithmic slope = 0.6669
scaled saddle correction at f=6 = -1.0140 (limit -1)
barrier exponent at 0.4 eV, 5e-3 eV/angstrom = 15.457
same exponent from the Airy tail = 15.473
Table 1: force (eV/angstrom), f, Gamma, 3-term series, saddle
1.0e-05 0.00319 0.037972 0.037972 0.019571
1.0e-04 0.03187 0.19553 0.19529 0.19591
1.0e-03 0.31875 1.6541 1.4877 2.1664
3.0e-03 0.95624 13.38 5.7165 14.65
5.0e-03 1.59373 121.14 12.001 124.07
1.2e-02 3.82496 1.6214e+05 49.81 5.3047e+07
Table 2: force (eV/angstrom), 1+Gamma, local density factor exp(f^2)
1.0e-05 1.03797 1.00001
1.0e-04 1.19553 1.00102
1.0e-03 2.65412 1.10694
3.0e-03 14.3801 2.49527
5.0e-03 122.144 12.6795
1.2e-02 162138 2.25877e+06
Table 3: force (eV/angstrom), best energy (eV), path (angstrom)
3.0e-03 0.0686 22.86
5.0e-03 0.1905 38.10
at 5e-3 eV/angstrom: K = 21.601
  full series = 121.4427
  omitted tail = 0.2990
  tail bound = 0.3252
  corrected saddle = 122.7181
all tests passed
```
